**Cooper-Zare asymmetry parameter: angular algebra and hydrogen photoionisation**

For an unaligned central-field orbital \(nl\) ionised by linearly polarised light in the dipole approximation, \(d\sigma/d\Omega=(\sigma/4\pi)[1+\beta P_2(\cos\theta)]\) with \(\beta=[l(l-1)R_-^2+(l+1)(l+2)R_+^2-6l(l+1)R_+R_-\cos\Delta]/[(2l+1)(lR_-^2+(l+1)R_+^2)]\), where \(R_\pm\) are the radial dipole integrals to \(l\pm1\) and \(\Delta\) is their phase difference. The program asserts this formula against explicit sums over \(m\) with quadrature matrix elements and random amplitudes for \(l=0\) to 4, for linear, tilted, circular and unpolarised light, and against the \(3j\)-\(6j\) expression and symbolic algebra in \(l\). It asserts \(\beta=2\) for \(l=0\), the amplitudes that reach 2 and \(-1\), the single-channel values, the range at fixed \(\Delta\), and the spin-orbit formula for an s shell. For hydrogen 1s, 2p and 3d it asserts that the complex partial-wave amplitudes equal those from the parabolic Coulomb wave, and that the 1s cross section equals its closed form. The output gives \(\beta=1.2535\) and \(\sigma=0.0317\) Å\(^2\) for 2p at 2 eV photoelectron energy, with \(\beta\) falling from 1.398 at 0.5 eV to 0.290 at 50 eV, and \(\beta=0.813\) for 3d at 2 eV.

## Check in Python

```python
# Cooper-Zare asymmetry parameter. Unaligned central-field orbital (n,l), dipole, linear light:
#   dsigma/dOmega = sigma/(4 pi) [1 + beta P2(cos theta)],  D = l Rm^2 + (l+1) Rp^2,
#   beta = [l(l-1)Rm^2 + (l+1)(l+2)Rp^2 - 6 l(l+1) Rp Rm cos(Delta)] / [(2l+1) D],
#   sigma = 4 pi^2 alpha omega D / (3(2l+1)).
# Rm, Rp: radial dipole integrals to l-1, l+1 (energy-normalised); Delta: their phase difference;
# A = R exp(i delta); Lam = (l+1)Ap - l Am, T = Ap + Am, a = |Lam|^2, b = l(l+1)|T|^2/2,
# sum_m |M_m|^2 = [a cos^2 + b sin^2]/(4 pi (2l+1)). Atomic units inside; eV, angstrom printed.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial, pi, sqrt
from scipy.special import lpmv, eval_legendre, loggamma
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc, alpha
from sympy.physics.wigner import wigner_3j, wigner_6j

EH = pc['Hartree energy in eV'][0]
A0 = pc['Bohr radius'][0] * 1e10
rng = np.random.default_rng(1)

def Y(l, m, ct, ph):
    am = abs(m)
    if l < 0 or am > l:
        return 0.0 * ct + 0j
    y = sqrt((2*l+1)/(4*pi)*factorial(l-am)/factorial(l+am))*lpmv(am, l, ct)*np.exp(1j*am*ph)
    return y if m >= 0 else (-1)**am*np.conj(y)

def beta_cz(l, Rm, Rp, Dl):
    num = l*(l-1)*Rm**2 + (l+1)*(l+2)*Rp**2 - 6*l*(l+1)*Rp*Rm*np.cos(Dl)
    return num/((2*l+1)*(l*Rm**2 + (l+1)*Rp**2))

def envelope(l, Dl):
    h = 1.5*sqrt(1 + 4*l*(l+1)*np.cos(Dl)**2)/(2*l+1)
    return 0.5 - h, 0.5 + h

# sphere quadrature, used for matrix elements and for emission directions
xg, wg = np.polynomial.legendre.leggauss(16)
CT, PH = np.meshgrid(xg, 2*pi*np.arange(24)/24, indexing='ij')
W = wg[:, None]*2*pi/24 + 0*PH
ST = np.sqrt(1 - CT**2)
N = np.array([ST*np.cos(PH), ST*np.sin(PH), CT])
YG = {(l, m): Y(l, m, CT, PH) for l in range(7) for m in range(-l, l+1)}

def per_m(l, Am, Ap, eps):
    """|M_m(k)|^2 for each m from explicit sums with quadrature matrix elements."""
    en = np.tensordot(np.array(eps, complex), N, 1)
    out = {}
    for m in range(-l, l+1):
        M = 0
        for lp, A in ((l-1, Am), (l+1, Ap)):
            for q in range(-lp, lp+1):
                me = np.sum(W*np.conj(YG[lp, q])*en*YG[l, m])
                M = M + (-1j)**lp*A*me*YG[lp, q]
        out[m] = np.abs(M)**2
    return out

def moment(I, L):
    return (2*L+1)/(4*pi)*np.sum(W*I*eval_legendre(L, CT))

def brute_beta(l, Am, Ap):
    I = sum(per_m(l, Am, Ap, [0, 0, 1]).values())
    return moment(I, 2)/moment(I, 0)

def racah_B(l, Am, Ap, L):
    red = lambda lp: (-1)**lp*sqrt((2*lp+1)*(2*l+1))*float(wigner_3j(lp, 1, l, 0, 0, 0))
    ch = [(lp, A) for lp, A in ((l-1, Am), (l+1, Ap)) if lp >= 0]
    s = sum((-1j)**(p-q)*A*np.conj(B)*red(p)*red(q)*sqrt((2*p+1)*(2*q+1))
            * float(wigner_3j(p, q, L, 0, 0, 0))*float(wigner_6j(1, 1, L, p, q, l))
            for p, A in ch for q, B in ch)
    return (-1)**l*(2*L+1)/(4*pi)*float(wigner_3j(1, 1, L, 0, 0, 0))*s

# recursions (finite differences), m sums, selection rule
th, ph, h = 0.83, 0.4, 1e-5
for l in range(5):
    dY = {}
    for m in range(-l, l+1):
        c = lambda j: sqrt(max(j*j - m*m, 0)/abs(4*j*j - 1))
        up, dn = c(l+1)*Y(l+1, m, np.cos(th), ph), c(l)*Y(l-1, m, np.cos(th), ph)
        dY[m] = (Y(l, m, np.cos(th+h), ph) - Y(l, m, np.cos(th-h), ph))/(2*h)
        assert abs(np.cos(th)*Y(l, m, np.cos(th), ph) - up - dn) < 1e-12
        assert abs(np.sin(th)*dY[m] - l*up + (l+1)*dn) < 1e-7
        for (lp, q), y in YG.items():
            if abs(lp - l) != 1 or q != m:
                assert abs(np.sum(W*np.conj(y)*CT*YG[l, m])) < 1e-12
    assert abs(sum(abs(Y(l, m, np.cos(th), ph))**2 for m in dY) - (2*l+1)/(4*pi)) < 1e-12
    assert abs(sum(np.conj(Y(l, m, np.cos(th), ph))*dY[m] for m in dY)) < 1e-7
    assert abs(sum(abs(v)**2 for v in dY.values()) - (2*l+1)*l*(l+1)/(8*pi)) < 1e-7

# brute-force distributions against the formula, random amplitudes
tilt = np.array([0.48, -0.6, 0.64])
P2 = lambda x: 1.5*x*x - 0.5
for l in range(5):
    for _ in range(2):
        Rm, Rp = rng.normal(size=2)
        dm, dp = rng.uniform(-pi, pi, 2)
        Am, Ap = Rm*np.exp(1j*dm), Rp*np.exp(1j*dp)
        be, B0 = beta_cz(l, Rm, Rp, dp-dm), (l*Rm**2 + (l+1)*Rp**2)/(12*pi)
        tot = lambda e: sum(per_m(l, Am, Ap, e).values())
        Iz = tot([0, 0, 1])
        a, b = abs((l+1)*Ap - l*Am)**2, l*(l+1)*abs(Ap + Am)**2/2
        assert np.allclose(Iz, (a*CT**2 + b*ST**2)/(4*pi*(2*l+1)), atol=1e-12)
        assert np.allclose(Iz, B0*(1 + be*P2(CT)), atol=1e-12)
        assert np.allclose(tot(tilt), B0*(1 + be*P2(np.tensordot(tilt, N, 1))), atol=1e-12)
        assert np.allclose(tot(np.array([1, 1j, 0])/sqrt(2)), B0*(1 - be/2*P2(CT)), atol=1e-12)
        assert np.allclose((tot([1, 0, 0]) + tot([0, 1, 0]))/2, B0*(1 - be/2*P2(CT)), atol=1e-12)
        for L in range(3):
            assert abs(racah_B(l, Am, Ap, L) - moment(Iz, L)) < 1e-12
        assert abs(brute_beta(l, np.conj(Am), np.conj(Ap)) - be) < 1e-11
        if l == 0:
            assert abs(brute_beta(0, Am, Ap) - 2) < 1e-11
        else:
            t = np.linspace(0, pi, 200001)
            scan = beta_cz(l, np.cos(t), np.sin(t), dp-dm)
            assert np.allclose([scan.min(), scan.max()], envelope(l, dp-dm), atol=1e-8)
print("l : beta(Ap=-Am), beta(Ap/Am=l/(l+1)), beta(Rm=0), beta(Rp=0), explicit sums")
for l in range(1, 5):
    v = [brute_beta(l, 1, -1), brute_beta(l, l+1, l), brute_beta(l, 0, 1), brute_beta(l, 1, 0)]
    assert np.allclose(v, [2, -1, (l+2)/(2*l+1), (l-1)/(2*l+1)], atol=1e-11)
    print(f"{l} : " + ", ".join(f"{round(x, 4) + 0.0:.4f}" for x in v))
print(f"magic angle = {np.degrees(brentq(lambda t: eval_legendre(2, np.cos(t)), 0.1, 1.5)):.4f} deg")

# symbolic algebra for general l
ls, rm, rp, cs = sp.symbols('l rm rp c', real=True)
sa = ((ls+1)*rp*cs - ls*rm)**2 + (ls+1)**2*rp**2*(1 - cs**2)
sb = ls*(ls+1)*((rp*cs + rm)**2 + rp**2*(1 - cs**2))/2
sden = (2*ls+1)*(ls*rm**2 + (ls+1)*rp**2)
snum = ls*(ls-1)*rm**2 + (ls+1)*(ls+2)*rp**2 - 6*ls*(ls+1)*rp*rm*cs
for expr in (sa + 2*sb - sden, 2*(sa - sb) - snum, sden + snum - 3*sa, 2*sden - snum - 6*sb):
    assert sp.expand(expr) == 0

# s shell with spin-orbit coupling: projectors from diagonalising L.S (basis m = 1,0,-1 x up,down)
Lp, Lz = sqrt(2)*np.eye(3, k=1), np.diag([1., 0., -1.])
Sp, Sz = np.eye(2, k=1), np.diag([.5, -.5])
ev, U = np.linalg.eigh(np.kron(Lz, Sz) + (np.kron(Lp, Sp.T) + np.kron(Lp.T, Sp))/2)
def beta_so(A1, A3):
    op = U @ np.diag(np.where(ev > 0, A3, A1)) @ U.T
    I = 0
    for s in range(2):
        vec = (op @ np.kron([0., 1., 0.], np.eye(2)[s])).reshape(3, 2)
        for f in range(2):
            I = I + np.abs(sum(vec[i, f]*YG[1, 1-i] for i in range(3)))**2
    return moment(I, 2)/moment(I, 0)
for A1, A3 in [(1, 1), (0.8, 1), (0, 1), (-2, 1), (0.3 - 0.9j, 0.5 + 0.2j)]:
    bs = beta_so(complex(A1), complex(A3))
    assert abs(bs - (2 - 2*abs(A3-A1)**2/(abs(A1)**2 + 2*abs(A3)**2))) < 1e-11
    if not isinstance(A1, complex):
        print(f"s shell, spin-orbit model A_1/2 = {A1}, A_3/2 = {A3}: beta = {bs:.4f}")

# hydrogen, nodeless orbitals n = l+1
def panels(end, width, n):
    x, w = np.polynomial.legendre.leggauss(n)
    e = np.arange(0, end, width)
    return (e[:, None] + width*(x+1)/2).ravel(), np.tile(w*width/2, len(e))

def continuum(lp, k, r):
    """Energy-normalised regular Coulomb wave: power series to r = 2, then the radial ODE."""
    eta, co = -1/k, [1.0, -1/(k*(lp+1))]
    for j in range(2, 50):
        co.append((2*eta*co[-1] - co[-2])/(j*(j + 2*lp + 1)))
    C = sqrt(2/(pi*k))*2**lp*np.exp(-pi*eta/2 + loggamma(lp+1+1j*eta).real)/factorial(2*lp+1)
    ser = lambda x: C*sum(cj*(k*x)**(lp+1+j) for j, cj in enumerate(co))
    der = C*sum(cj*(lp+1+j)*(2*k)**(lp+1+j)/2 for j, cj in enumerate(co))
    far = r[r > 2]
    sol = solve_ivp(lambda x, y: [y[1], (lp*(lp+1)/x**2 - 2/x - k*k)*y[0]], (2, far[-1]),
                    [ser(2.0), der], t_eval=far, method='DOP853', rtol=1e-11, atol=1e-13)
    return np.concatenate([ser(r[r <= 2]), sol.y[0]])

norm = lambda l: sqrt((2/(l+1))**(2*l+3)/factorial(2*l+2))
phase = lambda lp, k: loggamma(lp + 1 - 1j/k).imag

def radial(l, lp, k):
    if lp < 0:
        return 0.0
    r, w = panels(40*(l+1), 2.0, 12)
    return np.sum(w*continuum(lp, k, r)*norm(l)*r**(l+2)*np.exp(-r/(l+1)))

def parabolic(l, k):
    """Amplitudes for eps parallel and perpendicular to k from the parabolic Coulomb wave."""
    n, eta = l+1, -1/k
    xi, w = panels(80*n, 8.0, 16)
    F = np.array([complex(mp.hyp1f1(-1j*eta, 1, 1j*k*float(x))) for x in xi])
    G = w*F*np.exp(-xi/(2*n) - 0.5j*k*xi)
    X, Z = sp.symbols('X Z')
    z, r2 = (X - Z)/2, X*Z
    lon = [(1, sqrt(1/(4*pi))), (z, sqrt(3/(4*pi))), (2*z*z - r2, sqrt(5/(16*pi)))][l]
    tra = [(0, 0.0), (1, sqrt(3/(4*pi))), (z, sqrt(15/(4*pi)))][l]
    pre = sqrt(k)*(2*pi)**-1.5*np.exp(-pi*eta/2 + loggamma(1+1j*eta))*norm(l)
    res = []
    for poly, fac in ((z*lon[0], 2*pi*lon[1]), (r2*tra[0], pi*tra[1])):
        terms = sp.Poly(sp.expand(poly*(X + Z)/4), X, Z).terms()
        res.append(pre*fac*sum(float(cf)*np.sum(G*xi**p)*factorial(q)/(1/(2*n) - 0.5j*k)**(q+1)
                               for (p, q), cf in terms))
    return res

def case(l, E):
    k = sqrt(2*E/EH)
    Rm, Rp = radial(l, l-1, k), radial(l, l+1, k)
    dm, dp = (phase(l-1, k) if l else 0.0), phase(l+1, k)
    def pred(s):
        Am, Ap = Rm*np.exp(1j*s*dm), Rp*np.exp(1j*s*dp)
        f = (-1j)**(l+1)/(2*l+1)
        return np.array([f*((l+1)*Ap - l*Am)*sqrt((2*l+1)/(4*pi)),
                         -f*(Ap + Am)*sqrt((2*l+1)*l*(l+1)/(8*pi))])
    par = np.array(parabolic(l, k))
    size = np.linalg.norm(par)
    assert np.linalg.norm(par - pred(1)) < 1e-7*size
    ap, bp = np.abs(par)**2
    be, bpar = beta_cz(l, Rm, Rp, dp-dm), 2*(ap - bp)/(ap + 2*bp)
    assert abs(be - bpar) < 1e-7
    om = k*k/2 + 0.5/(l+1)**2
    sig = 4*pi**2*alpha*om*(l*Rm**2 + (l+1)*Rp**2)/(3*(2*l+1))
    return dict(k=k, Rm=Rm, Rp=Rp, dm=dm, dp=dp, be=be, bpar=bpar, om=om, sig=sig, par=par,
                wrong=np.linalg.norm(par - pred(-1))/size)

k2 = sqrt(2*2.0/EH)
for lp in (0, 2):
    assert abs(continuum(lp, k2, np.array([30.]))[0]
               - sqrt(2/(pi*k2))*float(mp.coulombf(lp, -1/k2, 30*k2))) < 1e-8
    rho = 5000.0  # leading asymptotic form, neglected terms of order (eta^2 + l(l+1))/(2 rho)
    assert abs(float(mp.coulombf(lp, -1/k2, rho))
               - np.sin(rho - lp*pi/2 + np.log(2*rho)/k2 + phase(lp, k2))) < 5e-3
s1 = case(0, 2.0)
closed = 2**9*pi**2*alpha/3*(0.5/s1['om'])**4*np.exp(-4*np.arctan(k2)/k2)/(1 - np.exp(-2*pi/k2))
assert abs(s1['sig']/closed - 1) < 1e-8
print(f"H 1s, E = 2 eV: beta = {s1['be']:.4f}, sigma = {s1['sig']*A0**2:.6f} A^2")

RU = A0/sqrt(EH)
tab = {E: case(1, E) for E in (0.5, 2.0, 10.0, 50.0)}
c = tab[2.0]
R0, R2, Dl, S = c['Rm']*RU, c['Rp']*RU, c['dp'] - c['dm'], c['sig']*A0**2
assert abs(Dl - np.arctan(-1/k2) - np.arctan(-0.5/k2)) < 1e-12
assert c['wrong'] > 0.02
A_0, A_2 = R0*np.exp(1j*c['dm']), R2*np.exp(1j*c['dp'])
for amp, x in zip(c['par'], (1.0, 0.0)):
    assert abs(4*pi**2*alpha*c['om']*abs(amp)**2/3/(c['sig']/(4*pi)*(1 + c['be']*P2(x))) - 1) < 1e-6
I0 = per_m(1, A_0, A_2, [0, 0, 1])[0]
assert abs(moment(I0, 4)/moment(I0, 0)) > 0.1
lo, hi = envelope(1, Dl)
assert lo <= c['be'] <= hi
print(f"Hartree = {EH:.6f} eV, Bohr = {A0:.6f} A, alpha = {alpha:.8f}")
print("H 2p, photoelectron energy E = 2 eV")
print(f"  binding energy = {EH/8:.5f} eV, photon energy = {c['om']*EH:.5f} eV")
print(f"  k = {k2/A0:.5f} 1/A, eta = {-1/k2:.5f}")
print(f"  R_0 = {R0:.6f}, R_2 = {R2:.6f} A eV^-1/2, R_2/R_0 = {R2/R0:.5f}")
print(f"  delta_0 = {c['dm']:.5f}, delta_2 = {c['dp']:.5f} rad")
print(f"  arctan(eta) = {np.arctan(-1/k2):.5f}, arctan(eta/2) = {np.arctan(-0.5/k2):.5f} rad")
print(f"  Delta = {Dl:.5f} rad, cos Delta = {np.cos(Dl):.5f}")
print(f"  6 R_2^2 = {6*R2**2:.6f}, -12 R_0 R_2 cos Delta = {-12*R0*R2*np.cos(Dl):.6f} A^2/eV")
print(f"  D = {R0**2 + 2*R2**2:.6f}, 3D = {3*(R0**2 + 2*R2**2):.6f} A^2/eV")
print(f"  a = {abs(2*A_2 - A_0)**2:.6f}, b = {abs(A_2 + A_0)**2:.6f} A^2/eV")
print(f"  beta formula = {c['be']:.6f}, beta parabolic wave = {c['bpar']:.6f}")
print(f"  range at this Delta: {lo:.5f} to {hi:.5f}")
print(f"  circular or unpolarised coefficient -beta/2 = {-c['be']/2:.5f}")
print(f"  sigma = {S:.6f} A^2 = {100*S:.4f} Mb")
print(f"  dsigma/dOmega: 0 deg {S/(4*pi)*(1 + c['be']):.6f}, 90 deg {S/(4*pi)*(1 - c['be']/2):.6f} A^2/sr")
print(f"  amplitude error with outgoing-wave phases = {c['wrong']:.4f} (relative)")
print(f"  aligned m = 0: B2/B0 = {moment(I0, 2)/moment(I0, 0):.4f}, B4/B0 = {moment(I0, 4)/moment(I0, 0):.4f}")
print("H 2p table: E (eV), R_2/R_0, cos Delta, beta, sigma (A^2)")
for E, c in tab.items():
    print(f"  {E:5.1f}  {c['Rp']/c['Rm']:.4f}  {np.cos(c['dp'] - c['dm']):.4f}  {c['be']:.5f}  {c['sig']*A0**2:.4e}")
d = case(2, 2.0)
print(f"H 3d, E = 2 eV: R_1 = {d['Rm']*RU:.6f}, R_3 = {d['Rp']*RU:.6f} A eV^-1/2")
print(f"  cos Delta = {np.cos(d['dp'] - d['dm']):.5f}, beta = {d['be']:.6f}, parabolic = {d['bpar']:.6f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
l : beta(Ap=-Am), beta(Ap/Am=l/(l+1)), beta(Rm=0), beta(Rp=0), explicit sums
1 : 2.0000, -1.0000, 1.0000, 0.0000
2 : 2.0000, -1.0000, 0.8000, 0.2000
3 : 2.0000, -1.0000, 0.7143, 0.2857
4 : 2.0000, -1.0000, 0.6667, 0.3333
magic angle = 54.7356 deg
s shell, spin-orbit model A_1/2 = 1, A_3/2 = 1: beta = 2.0000
s shell, spin-orbit model A_1/2 = 0.8, A_3/2 = 1: beta = 1.9697
s shell, spin-orbit model A_1/2 = 0, A_3/2 = 1: beta = 1.0000
s shell, spin-orbit model A_1/2 = -2, A_3/2 = 1: beta = -1.0000
H 1s, E = 2 eV: beta = 2.0000, sigma = 0.043622 A^2
Hartree = 27.211386 eV, Bohr = 0.529177 A, alpha = 0.00729735
H 2p, photoelectron energy E = 2 eV
  binding energy = 3.40142 eV, photon energy = 5.40142 eV
  k = 0.72453 1/A, eta = -2.60823
  R_0 = 0.087265, R_2 = 0.296660 A eV^-1/2, R_2/R_0 = 3.39952
  delta_0 = -0.64549, delta_2 = -2.76679 rad
  arctan(eta) = -1.20468, arctan(eta/2) = -0.91663 rad
  Delta = -2.12131 rad, cos Delta = -0.52312
  6 R_2^2 = 0.528043, -12 R_0 R_2 cos Delta = 0.162512 A^2/eV
  D = 0.183630, 3D = 0.550889 A^2/eV
  a = 0.413814, b = 0.068537 A^2/eV
  beta formula = 1.253529, beta parabolic wave = 1.253529
  range at this Delta: -0.39292 to 1.39292
  circular or unpolarised coefficient -beta/2 = -0.62676
  sigma = 0.031749 A^2 = 3.1749 Mb
  dsigma/dOmega: 0 deg 0.005694, 90 deg 0.000943 A^2/sr
  amplitude error with outgoing-wave phases = 0.6635 (relative)
  aligned m = 0: B2/B0 = 1.9834, B4/B0 = 2.3204
H 2p table: E (eV), R_2/R_0, cos Delta, beta, sigma (A^2)
    0.5  3.8029  -0.8496  1.39848  8.8760e-02
    2.0  3.3995  -0.5231  1.25353  3.1749e-02
   10.0  2.6544  0.1798  0.80727  1.5005e-03
   50.0  2.1827  0.7412  0.29039  9.0177e-06
H 3d, E = 2 eV: R_1 = 0.040797, R_3 = 0.202387 A eV^-1/2
  cos Delta = -0.06145, beta = 0.813118, parabolic = 0.813118
ALL CHECKS PASSED
```
